How Vibrational Entropy Rescales a First-Order Ordering Temperature

**Definitions and conventions**

An alloy of fixed composition has an ordered phase at low temperature and a disordered phase at high temperature, with a first-order transition between them. The symbol Δ means disordered minus ordered, per atom. E is the configurational energy, S_conf the entropy of arranging the atoms on the lattice sites, and S_vib the vibrational entropy. Entropies are given in units of Boltzmann's constant k per atom.

T0 is the transition temperature when S_conf is the only entropy, and T* is the transition temperature when S_vib is included. The ratio that matters is

r = ΔS_vib/ΔS_conf,

with both jumps taken between the two states that coexist at T0.

Both phases have the same composition, so separation into phases of different composition is excluded. Volume work, electronic entropy and magnetic entropy are neglected. The vibrations are harmonic, with frequencies that do not depend on temperature, and are treated classically at first.

**The estimate**

A classical oscillator of frequency ω has free energy kT ln(ħω/kT). There are three per atom. If ω_ord and ω_dis are the geometric-mean frequencies of the two phases, the terms in ln kT cancel in the difference:

ΔF_vib = 3kT ln(ω_dis/ω_ord).

This is proportional to T, so it is purely entropic:

ΔS_vib = −∂ΔF_vib/∂T = 3k ln(ω_ord/ω_dis).

The vibrational energy is 3kT per atom in both phases and drops out. A phase with softer vibrations has more entropy. For ΔS_vib = 0.1 k the frequency ratio is ω_dis/ω_ord = exp(−0.1/3), so a mean softening of 3.3 % on disordering is enough.

Suppose now that each phase is a frozen state, whose degree of order does not change with temperature. Equality of the free energies gives, without and with vibrations,

ΔE = T0 ΔS_conf,
ΔE = T* (ΔS_conf + ΔS_vib).

The left sides are equal. Equating the right sides and dividing by ΔS_conf + ΔS_vib gives

T* = T0/(1 + r).

A softer disordered phase (r > 0) lowers the transition temperature, and a stiffer one (r < 0) raises it. For small r the relative shift is −r. The formula requires r > −1; as r approaches −1 the total entropy gain vanishes and T* diverges.

For a jump of 0.1 k the shift depends on the configurational jump it is compared with:

- AB, full order to random mixing, ΔS_conf = ln 2 k = 0.693 k: r = 0.144, shift −12.6 %.
- A3B, full order to random mixing, ΔS_conf = 0.562 k: r = 0.178, shift −15.1 %.
- A partial jump, ΔS_conf = 0.3 k: r = 0.333, shift −25 %.

With the opposite sign of ΔS_vib the shifts are +16.9 %, +21.6 % and +50 %. Thus, against the full mixing entropy of these two compositions, 0.1 k shifts the transition by 13 to 22 % of T0, and by more when the configurational jump is smaller. The two full-mixing cases are idealized comparisons of frozen states; in the mean-field treatment used below, AB ordering with an energy proportional to the square of the order parameter would be continuous, with no jump at all.

**States that respond to temperature**

Real phases are not frozen: the ordered phase is partly disordered at the transition, and vibrations can change how much. Let η describe the order, with η = 0 the disordered state and 0 < η ≤ 1 the ordered states. Write ΔE(η), ΔS_conf(η) and ΔS_vib(η) for the value at η = 0 minus the value at η. The free energy of state η relative to the disordered state is

F(η) − F(0) = −ΔE(η) + T [ΔS_conf(η) + ΔS_vib(η)].

Assume that the bracket is positive for every η > 0. Then state η lies below the disordered state when T < T(η), where

T(η) = ΔE(η)/[ΔS_conf(η) + ΔS_vib(η)].

The disordered state is stable once T exceeds T(η) for every η. The transition temperature is therefore the largest of these values:

T* = max over η of T(η).

The transition is first order when the maximum lies at nonzero η. Without vibrations, the maximum lies at some η0 and equals T0 = ΔE(η0)/ΔS_conf(η0). Evaluating T(η) with vibrations at this same η0 gives

T(η0) = ΔE(η0)/[ΔS_conf(η0) + ΔS_vib(η0)] = T0/(1 + r).

A maximum is at least as large as any one value, so

T* ≥ T0/(1 + r).

The simple formula is a lower bound, provided the disordered state itself does not change.

To find the size of the error, multiply S_vib by a small number λ. Let the maximum be interior, 0 < η0 < 1. At λ = 0 the slope of T(η) then vanishes at η0, so for small λ it is λa, with a some constant. Let −c be the curvature there, with c > 0. Near η0, with η = η0 + δ,

T(η) ≈ T(η0) + λaδ − cδ²/2.

Setting the derivative λa − cδ to zero gives δ = λa/c, and the maximum exceeds T(η0) by

λ²a²/c − λ²a²/(2c) = λ²a²/(2c).

The error is of second order in the vibrational entropy, while the shift itself is of first order.

There is also a case without error. Let S_vib be linear in the configurational energy, so that ΔS_vib(η) = b ΔE(η) with constant b. Taking the reciprocal of T(η),

1/T(η) = ΔS_conf(η)/ΔE(η) + b.

The constant b does not move the minimum of the right side, which stays at η0 with the value 1/T0 + b. Hence, for 1 + bT0 > 0,

T* = T0/(1 + bT0).

Since ΔE(η0) = T0 ΔS_conf(η0), the ratio is r = b ΔE(η0)/ΔS_conf(η0) = bT0, and the simple formula is recovered for shifts of any size.

**A model: A3B on the fcc lattice**

In L1_2 order the B atoms prefer one of the four simple cubic sublattices, called α; the other three are called β. The probabilities of finding B are

x_α = (1 + 3η)/4, x_β = (1 − η)/4.

Their average over the sites, (x_α + 3x_β)/4, is 1/4 for every η. The Bragg–Williams approximation treats the occupations of different sites as independent.

Let each nearest-neighbour BB pair cost energy V. An α site has 12 β neighbours; a β site has 4 α and 8 β neighbours. Per atom there are 12/4 = 3 αβ bonds and (3/4)(8)/2 = 3 ββ bonds. The number of BB pairs per atom is then

n_BB = 3x_αx_β + 3x_β² = 3x_β(x_α + x_β) = 3 · (1 − η)/4 · (1 + η)/2 = 3(1 − η²)/8.

With W = 3V/8, the energy is E = V n_BB = W(1 − η²), so ΔE(η) = Wη². The configurational entropy is

S_conf = (k/4)[s(x_α) + 3s(x_β)], s(x) = −x ln x − (1 − x) ln(1 − x).

Suppose that the vibrational entropy is a sum of nearest-neighbour bond contributions s_AA, s_AB and s_BB. Each site has 12 bonds. Counting bond ends at B atoms gives 2n_BB + n_AB = 12/4 = 3, and at A atoms 2n_AA + n_AB = 9. Hence n_AB = 3 − 2n_BB and n_AA = 3 + n_BB, and

S_vib = 3s_AA + 3s_AB + n_BB(s_AA + s_BB − 2s_AB).

This is linear in n_BB and therefore in E: it is the case without error. Let σk be the vibrational entropy of the disordered state minus that of the fully ordered state. Then ΔS_vib(η) = σkη², b = σk/W and

r = σkT0/W.

**Comparison with direct minimization**

Take V = 100 meV, so W = 37.5 meV. Minimizing the free energy without vibrations gives coexistence at η0 = 0.4636, where

ΔE = 37.5 × 0.4636² = 8.06 meV,
ΔS_conf = 0.0983 k,
kT0 = 8.06/0.0983 = 82.0 meV, or T0 = 952 K.

In this approximation much of the order is already lost below the transition, and the configurational jump is far below the full 0.562 k. For σ = 0.1 the vibrational jump is also partial, 0.1 × 0.4636² = 0.0215 k. Therefore

r = 0.0215/0.0983 = 0.219,
T* = 952/1.219 = 781 K,

a shift of −17.9 %. Direct minimization with vibrations gives the same 781 K. For σ = −0.1 both routes give 1218 K, a shift of +28.0 %.

The two jumps must belong to the same pair of states. Dividing the full vibrational difference, 0.1 k, by the partial configurational jump, 0.0983 k, would give r = 1.02 and would predict that T0 is halved. Such a shift does occur if the coexisting states themselves differ by 0.1 k, but this needs σ = 0.465. The minimization then gives 472 K, a shift of −50.4 %.

A vibrational entropy that is not linear in E shows the limits of the formula. Let ΔS_vib(η) = σkη⁴, again with σ = ±0.1. At η0 the vibrational jump is 0.1 × 0.4636⁴ = 0.0046 k, so r = ±0.047.

- For σ = +0.1 the formula gives 909 K and minimization 924 K.
- For σ = −0.1 the formula gives 999 K and minimization 1044 K.

The formula lies below the true value in both cases, as the bound requires. The errors are 1.6 % and 4.3 % of T*, but they amount to about half of the true shifts: in the second case the transition temperature rises by 92 K, of which the formula finds 47 K. The cause is the change in the coexisting ordered state, since T0/(1 + r) is the correct coexistence temperature for a state held at η0. The order parameter at the transition moves from 0.46 to 0.29 for positive σ and to 0.79 for negative σ. Halving σ from 0.004 to 0.002 reduces the error by a factor of 3.95 (4.05 for the negative sign), close to the factor 4 of a second-order error. Halving σ from +0.1 or −0.1 gives factors of 3.1 and 5.1, so higher orders already matter there.

**Quantum correction and range of validity**

A quantum oscillator has free energy kT ln[2 sinh(x/2)], with x = ħω/kT. For small x, 2 sinh(x/2) ≈ x(1 + x²/24), so the free energy is kT(ln x + x²/24). With three oscillators of one frequency per atom, the correction to the free-energy difference is

δ = 3[(ħω_dis)² − (ħω_ord)²]/(24kT).

For frozen states, the coexistence condition becomes ΔE + δ = T(ΔS_conf + ΔS_vib), and the transition moves by δ/(ΔS_conf + ΔS_vib), with δ evaluated at the classical T*.

For full order against random mixing in the same A3B model, T0 = 774 K, and σ = 0.1 gives a classical T* = 657 K. Let ħω_ord = 25.00 meV and ħω_dis = 24.18 meV. At T* the thermal energy is kT* = 37.5/(0.562 + 0.1) = 56.6 meV, so

δ = 3(24.18² − 25.00²)/(24 × 56.6) = −0.089 meV.

The shift is −1.6 K, in agreement with the full quantum free energy. It is small because ħω is less than half of kT. For nearly equal frequencies, (ħω_dis)² − (ħω_ord)² ≈ 2(ħω)² ln(ω_dis/ω_ord), so δ ≈ −TΔS_vib x²/12. For one frequency per phase, the correction is thus a fraction x²/12 of the vibrational term: under 2 % here and about 8 % at ħω = kT. For a spectrum of frequencies, δ follows the change in the mean-square frequency, while ΔS_vib follows the geometric mean, so δ can differ from this fraction in size and even in sign. When ħω is twice kT or larger, the classical ΔS_vib can no longer be used as a constant.

The frozen estimate T0 = 774 K lies below the Bragg–Williams value of 952 K, as it must within that approximation: it is T(η) at η = 1, not the maximum. Bragg–Williams theory in turn omits short-range order, which lowers the configurational entropy of the disordered phase below that of random mixing. The effect is large. For the same nearest-neighbour energy, the tetrahedron cluster-variation approximation gives T0 ≈ 558 K, below even the frozen estimate, with η ≈ 0.85 at the transition and ΔS_conf ≈ 0.24 k; the bond model with σ = 0.1 then gives r ≈ 0.13 instead of 0.219. With short-range order the formula stays exact when S_vib is linear in E, but it is no longer a lower bound otherwise, because the disordered state also responds, and T* can fall slightly below T0/(1 + r). For a real alloy, both jumps should therefore be computed for the phases that actually coexist. The numerical check covers the model results quoted here, not the accuracy of the model for a particular alloy.

Numbers as computed

```
BB pair energy V = 100.0 meV; ordering energy W = 37.50 meV
full configurational entropy, A3B = 0.5623 k per atom
Configurational entropy alone, Bragg-Williams:
  kT0/W = 2.1871; T0 = 951.7 K
  order parameter at transition eta0 = 0.4636
  energy jump = 8.059 meV per atom
  configurational entropy jump = 0.0983 k per atom
Vibrational entropy linear in energy (S_vib varies as eta^2):
  sigma = +0.1000 k: vib. jump = +0.0215 k, r = +0.2187
    T* direct = 780.9 K, formula = 780.9 K, shift = -17.9 %
  sigma = -0.1000 k: vib. jump = -0.0215 k, r = -0.2187
    T* direct = 1218.2 K, formula = 1218.2 K, shift = +28.0 %
  sigma = +0.4653 k: vib. jump = +0.1000 k, r = +1.0177
    T* direct = 471.7 K, formula = 471.7 K, shift = -50.4 %
Vibrational entropy varying as eta^4:
  sigma = +0.1 k: T* direct = 924.2 K, formula = 909.0 K, eta = 0.2949
  sigma = -0.1 k: T* direct = 1044.0 K, formula = 998.7 K, eta = 0.7875
  error ratio when sigma is halved = 3.950
  entropy jump, sigma=+0.1: from slope 0.04094 k, from states 0.04094 k
Frozen states, full order against random mixing, sigma = 0.1 k:
  T0 = 773.9 K; classical T* = 657.0 K
  Einstein energies: ordered 25.00 meV, disordered 24.18 meV
  frequency change on disordering = -3.28 %
  quantum T* = 655.47 K; shift direct -1.558 K, formula -1.559 K
Shift of T for a vibrational jump of +0.1 k and of -0.1 k:
  AB full mixing, conf. jump 0.6931 k: r = 0.1443, -12.6 %, +16.9 %
  A3B full mixing, conf. jump 0.5623 k: r = 0.1778, -15.1 %, +21.6 %
  partial jump, conf. jump 0.3000 k: r = 0.3333, -25.0 %, +50.0 %
```
